# A Biased Ballistic Channel Has No Local Fermi Distribution: a program that tests the result

```python
# RESULT UNDER TEST: in a biased collisionless channel with one barrier maximum,
#   f = Fermi(E - mu_S) for v_x > v_c(x),  f = Fermi(E - mu_D) for v_x < v_c(x),
#   v_c = sign(x) sqrt(2 (U0 - U(x)) / m).  This is no single local Fermi function.
# SYMBOLS: U(x) subband energy with U0 = U(0) = 0; mu_S, mu_D contact Fermi levels;
#   x transport direction, y width direction; energies eV, lengths nm, k in 1/nm,
#   velocities m/s, densities 1/nm^2 unless converted for printing.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit, spence

q, hbar, kB = sc.e, sc.hbar, sc.k
temperature = 300.0
kT = kB * temperature / q
mass_ratio = 0.045
mass = mass_ratio * sc.m_e
A = hbar**2 / (2 * mass) / q * 1e18          # eV nm^2, kinetic energy = A k^2
dos = 1 / (2 * np.pi * A)                    # spin-degenerate 2D states /(eV nm^2)
bias = 0.30
mu_S = 0.08
mu_D = mu_S - bias
drop_S = 0.10
drop_D = drop_S + bias
len_D = 30.0
len_S = len_D * np.sqrt(drop_S / drop_D)     # equal curvature on both sides of top


def potential(x):
    x = np.asarray(x, dtype=float)
    return np.where(x > 0, -drop_D * np.tanh(x / len_D)**2,
                    -drop_S * np.tanh(x / len_S)**2)


def slope(x):
    right = x > 0
    d = np.where(right, drop_D, drop_S)
    l = np.where(right, len_D, len_S)
    t = np.tanh(x / l)
    return -2 * d * t * (1 - t * t) / l


K = 1.3                                      # wavevector cutoff, 1/nm
ky = np.linspace(0, K, 401)
wy = np.full(ky.size, 2 * (ky[1] - ky[0]))   # factor 2: both signs of k_y
wy[0] *= 0.5
wy[-1] *= 0.5
ey = A * ky**2
nodes, weights = np.polynomial.legendre.leggauss(240)
speed_per_k = hbar * 1e9 / mass


def sum_states(k, w, mu, U):
    """density, particle flux, x and y kinetic energy densities"""
    ex = A * k**2
    mu = np.broadcast_to(mu, k.shape)
    occ = expit((mu[:, None] - U - ex[:, None] - ey[None, :]) / kT)
    line = occ @ wy
    line_y = occ @ (wy * ey)
    return 2 / (2 * np.pi)**2 * np.array(
        [np.sum(w * line), np.sum(w * speed_per_k * k * line),
         np.sum(w * ex * line), np.sum(w * line_y)])


def segment(a, b, mu, U):
    return sum_states(0.5 * (b - a) * nodes + 0.5 * (a + b),
                      0.5 * (b - a) * weights, mu, U)


def k_divide(x):
    return float(np.sign(x) * np.sqrt(max(0.0, -float(potential(x))) / A))


def state(x, ms=mu_S, md=mu_D):
    U, kc = float(potential(x)), k_divide(x)
    return segment(kc, K, ms, U) + segment(-K, kc, md, U)


def n_equilibrium(mu, U):
    return dos * kT * np.log1p(np.exp((mu - U) / kT))


def level_from_density(n, U):
    return U + kT * np.log(np.expm1(n / (dos * kT)))


def spreads(s):
    """m<(v_x-<v_x>)^2> and m<v_y^2>, eV"""
    n, flux, ex, ey_sum = s
    return 2 * ex / n - mass * (flux / n)**2 / q, 2 * ey_sum / n


def half_integral(eta):
    return float(mp.re(-mp.polylog(mp.mpf(3) / 2, -mp.exp(eta))))


v_thermal = np.sqrt(2 * kT * q / (np.pi * mass))


def flux_formula(ms, md):
    return 0.5 * dos * kT * v_thermal * (half_integral(ms / kT)
                                         - half_integral(md / kT))


flux = flux_formula(mu_S, mu_D)
to_A_per_m = q * 1e18

# --- Newtonian backward trajectories decide which contact filled each state
nk = 6000
dk = 2 * K / nk
k_grid = -K + dk * (np.arange(nk) + 0.5)


def comes_from_source(x0):
    x = np.full(nk, float(x0))
    v = -speed_per_k * k_grid * 1e-6         # reversed velocity, nm/fs
    c = q / mass * 1e-12                     # (eV/nm)/mass -> nm/fs^2
    dt = 0.2
    a = -c * slope(x)
    for _ in range(2500):
        v += 0.5 * dt * a
        x += dt * v
        a = -c * slope(x)
        v += 0.5 * dt * a
    return x < 0


for x0 in (-10.0, 0.0, 15.0, 30.0):
    src = comes_from_source(x0)
    assert k_grid[src].min() > k_grid[~src].max()
    edge = 0.5 * (k_grid[src].min() + k_grid[~src].max())
    assert abs(edge - k_divide(x0)) < dk
    traced = sum_states(k_grid, np.full(nk, dk), np.where(src, mu_S, mu_D),
                        float(potential(x0)))
    # tolerance: the dividing velocity may fall anywhere inside one k cell
    assert abs(traced[0] / state(x0)[0] - 1) < 5e-3
    assert abs(traced[1] / flux - 1) < 5e-3

# --- densities: equilibrium part plus excess beam (or minus deficit); continuity
for x0 in (-20.0, -8.0, 10.0, 30.0, 60.0):
    U, kc = float(potential(x0)), abs(k_divide(x0))
    excess = segment(kc, K, mu_S, U)[0] - segment(kc, K, mu_D, U)[0]
    n_formula = (n_equilibrium(mu_D, U) + excess if x0 > 0
                 else n_equilibrium(mu_S, U) - excess)
    assert abs(state(x0)[0] / n_formula - 1) < 1e-6
    assert abs(state(x0)[1] / flux - 1) < 1e-6
    assert mu_D < level_from_density(state(x0)[0], U) < mu_S

top = state(0.0)
n_plus = 0.5 * n_equilibrium(mu_S, 0.0)
n_minus = 0.5 * n_equilibrium(mu_D, 0.0)
assert abs(segment(0, K, mu_S, 0.0)[0] / n_plus - 1) < 1e-6
assert abs(segment(-K, 0, mu_D, 0.0)[0] / n_minus - 1) < 1e-6

# --- equilibrium, small-bias and Boltzmann high-bias limits
eq = state(20.0, mu_S, mu_S)
assert abs(eq[1]) < 1e-8 * flux
assert abs(spreads(eq)[0] / spreads(eq)[1] - 1) < 1e-6
small = 1e-3
s_small = state(0.0, mu_S, mu_S - small)
assert abs(level_from_density(s_small[0], 0.0) - (mu_S - small / 2)) < 1e-5
conductance = flux_formula(mu_S, mu_S - small) * to_A_per_m / small
half_bias = state(0.0, mu_S, mu_S - small / 2)[1] * to_A_per_m / (small / 2)
assert abs(conductance / half_bias - 1) < 0.02
dilute = spreads(state(0.0, -0.5, -1.0))
assert abs(dilute[0] / dilute[1] - (1 - 2 / np.pi)) < 1e-4


# --- resting Fermi function matched to density and kinetic energy
def resting_fit(s, U):
    n, u = s[0], s[2] + s[3]

    def mismatch(eta):
        f0 = np.log1p(np.exp(eta))
        return np.log(-spence(1 + np.exp(eta)) / f0**2) - np.log(u * dos / n**2)
    eta = brentq(mismatch, -12, 60)
    kTe = n / (dos * np.log1p(np.exp(eta)))
    return U + eta * kTe, kTe * q / kB


assert abs(resting_fit(eq, float(potential(20.0)))[1] - temperature) < 0.01
x_down = 30.0
U_down = float(potential(x_down))
down = state(x_down)
fit_top, fit_down = resting_fit(top, 0.0), resting_fit(down, U_down)
spread_top, spread_down = spreads(top), spreads(down)
assert spread_top[0] < 0.9 * spread_top[1]
kc_down = k_divide(x_down)
right_src = segment(kc_down, K, mu_S, U_down)[0]
right_drn = segment(0, kc_down, mu_D, U_down)[0]
left_drn = segment(-K, 0, mu_D, U_down)[0]
assert abs((right_src + right_drn + left_drn) / down[0] - 1) < 1e-6


# --- apparent mobility from the density-matched level
def apparent_mobility(x):
    h = 0.5
    lev = [level_from_density(state(p)[0], float(potential(p)))
           for p in (x - h, x + h)]
    field = -(lev[1] - lev[0]) / (2 * h) * 1e9
    return flux / (state(x)[0] * field) * 1e4   # cm^2/Vs


mob = {x: apparent_mobility(x) for x in (0.0, 15.0, 90.0)}
assert mob[90.0] > 5 * mob[15.0] > 0

# --- gate feedback on the barrier, perfect gate control
cap = 0.02                                    # F/m^2
charging = q * 1e18 / cap                     # eV per (1/nm^2)


def n_top(U, V):
    return 0.5 * (n_equilibrium(mu_S, U) + n_equilibrium(mu_S - V, U))


U_gate = -charging * n_top(0.0, bias)
volts = [0.0, 0.02, 0.05, 0.1, 0.2, 0.3]
tops = [brentq(lambda U: U - U_gate - charging * n_top(U, V), -0.3, 0.5)
        for V in volts]
source_half = [0.5 * n_equilibrium(mu_S, U) for U in tops]
assert abs(tops[-1]) < 1e-9
assert np.all(np.diff(tops) < 0) and np.all(np.diff(source_half) > 0)
growth = source_half[-1] / source_half[0]
assert 1 < growth < 2


# --- quantum transmission of the barrier
def transmission(E, U_cells, dx, U_left, U_right):
    kL, kR = np.sqrt((E - U_left) / A), np.sqrt((E - U_right) / A)
    psi = np.ones(E.size, complex)
    dpsi = 1j * kR
    for U in U_cells[::-1]:
        k = np.sqrt((E - U) / A + 0j)
        c, s = np.cos(k * dx), np.sin(k * dx)
        psi, dpsi = psi * c - dpsi * s / k, psi * k * s + dpsi * c
    incoming = 0.5 * (psi + dpsi / (1j * kL))
    return kR / (kL * np.abs(incoming)**2)


dx = 0.1
cells = np.arange(-90, 150, dx) + dx / 2
E_test = np.array([0.06, 0.09, 0.10, 0.12])
sym = drop_S / np.cosh(cells[np.abs(cells) < 90] / len_S)**2
sh = np.sinh(np.pi * np.sqrt(E_test / A) * len_S)**2
ch = np.cosh(np.pi / 2 * np.sqrt(4 * drop_S * len_S**2 / A - 1))**2
assert np.allclose(transmission(E_test, sym, dx, 0.0, 0.0), sh / (sh + ch),
                   rtol=5e-3)


def supply(E):
    diff = (expit((mu_S - E[:, None] - ey) / kT)
            - expit((mu_D - E[:, None] - ey) / kT))
    return diff @ wy * 2 / (2 * np.pi)**2 * q / hbar * 1e-9


parts = []
for lo, hi in ((-drop_S, 0.0), (0.0, 0.8)):
    E = 0.5 * (hi - lo) * nodes + 0.5 * (hi + lo)
    w = 0.5 * (hi - lo) * weights * supply(E)
    tr = transmission(E, potential(cells), dx, -drop_S, -drop_D)
    parts.append((np.sum(w * tr), np.sum(w)))
assert abs(parts[1][1] / flux - 1) < 1e-5
tunnel = parts[0][0] / flux
reflected = 1 - parts[1][0] / flux

# --- other neglected effects, from rough typical material inputs
gap, mobility, well = 0.74, 1.0, 10.0         # eV, m^2/Vs, nm
alpha = (1 - mass_ratio)**2 / gap             # Kane nonparabolicity, 1/eV


def kane_speed_ratio(E):
    return np.sqrt(1 + alpha * E) / (1 + 2 * alpha * E)


ex_top, ey_top = top[2] / top[0], top[3] / top[0]
E_top = ex_top + ey_top
E_end = E_top + drop_D
second = 3 * A * (np.pi / well)**2
second_share = n_equilibrium(mu_S, second) / n_equilibrium(mu_S, 0.0)
mfp = n_equilibrium(mu_S, 0.0) * 1e18 * q * mobility / conductance * 1e9
barrier_length = len_S + len_D
phonon, eps_inf, eps_0 = 0.034, 11.6, 13.9
omega = phonon * q / hbar
coupling = (q**2 / (4 * np.pi * sc.epsilon_0 * hbar)
            * np.sqrt(mass / (2 * phonon * q)) * (1 / eps_inf - 1 / eps_0))
bose = 1 / np.expm1(phonon / kT)
xs = (np.arange(600) + 0.5) * len_D / 600
KE = E_top - potential(xs)
rate = np.where(KE > phonon, 2 * coupling * omega * (1 + bose)
                * np.sqrt(phonon / KE)
                * np.arcsinh(np.sqrt(np.maximum(KE / phonon - 1, 0))), 0)
vx = np.sqrt(2 * (ex_top - potential(xs)) * q / mass)
emitted = np.sum(rate / vx) * (len_D / 600) * 1e-9

cm = 1e14                                     # 1/nm^2 -> 1/cm^2
print(f"Temperature {temperature:.0f} K, kT = {kT*1e3:.2f} meV")
print(f"Mass {mass_ratio} m0; bias {bias:.2f} V")
print(f"mu_S - U0 = {mu_S:.2f} eV; mu_D - U0 = {mu_D:.2f} eV")
print(f"Barrier drop to source {drop_S:.2f} eV, to drain {drop_D:.2f} eV")
print(f"Barrier lengths: source {len_S:.0f} nm, drain {len_D:.0f} nm")
print(f"2D density of states {dos*cm:.3e} /(eV cm2)")
print(f"Jump of ln(1/f-1), magnitude: {bias/kT:.2f}")
f_s, f_d = expit(mu_S / kT), expit(mu_D / kT)
print(f"Top, k=0: f source side {f_s:.4f}, drain side {f_d:.2e}")
print(f"Least miss of any continuous f at top: {(f_s-f_d)/2:.3f}")
print(f"Top: n+ = {n_plus*cm:.3e}, n- = {n_minus*cm:.3e} cm^-2")
print(f"Thermal injection speed v_T = {v_thermal:.3e} m/s")
print(f"F_1/2: source {half_integral(mu_S/kT):.4f}, "
      f"drain {half_integral(mu_D/kT):.3e}")
print(f"Current per width {flux*to_A_per_m/1e3:.4f} mA/um")
print(f"Mean velocity at top {flux/top[0]:.3e} m/s")
print(f"Zero-bias conductance {conductance/1e3:.3f} mS/um")
print(f"At x = {x_down:.0f} nm: U - U0 = {U_down:.4f} eV")
print(f"  dividing velocity {speed_per_k*kc_down:.3e} m/s")
print(f"  right-moving from source {right_src*cm:.3e} cm^-2")
print(f"  right-moving from drain {right_drn*cm:.3e} cm^-2")
print(f"  left-moving from drain {left_drn*cm:.3e} cm^-2")
print(f"  drain share of right-movers "
      f"{100*right_drn/(right_src+right_drn):.1f} %")
for x in (-30.0, 0.0, 15.0, 30.0, 90.0):
    s, U = state(x), float(potential(x))
    print(f"x={x:4.0f} nm: n={s[0]*cm:.3e} cm^-2, "
          f"mu_n-U0={level_from_density(s[0], U):.4f} eV")
for x, value in mob.items():
    print(f"Apparent mobility at {x:.0f} nm: {value:.3e} cm2/Vs")
print(f"Resting fit, top: mu {fit_top[0]:.4f} eV, T {fit_top[1]:.0f} K")
print(f"Resting fit, 30 nm: mu {fit_down[0]:.4f} eV, T {fit_down[1]:.0f} K")
print(f"Top spreads: x {spread_top[0]*1e3:.1f}, y {spread_top[1]*1e3:.1f} meV")
print(f"30 nm spreads: x {spread_down[0]*1e3:.1f}, "
      f"y {spread_down[1]*1e3:.1f} meV")
print(f"Boltzmann high-bias spread ratio {dilute[0]/dilute[1]:.4f}")
print(f"Gate capacitance {cap*100:.1f} uF/cm2")
print(f"Barrier at zero bias, same gate: {tops[0]*1e3:.1f} meV above U0")
print(f"Source half-density, zero bias {source_half[0]*cm:.3e} cm^-2")
print(f"Its growth factor from 0 to {bias:.2f} V: {growth:.3f}")
print(f"Tunnelling adds {100*tunnel:.2f} % of classical current")
print(f"Over-barrier reflection removes {100*reflected:.2f} %")
print(f"Rough inputs: gap {gap} eV, mobility {mobility*1e4:.0f} cm2/Vs")
print(f"Rough inputs: well {well:.0f} nm, LO phonon {phonon*1e3:.0f} meV")
print(f"Rough permittivities: high-freq {eps_inf}, static {eps_0}")
print(f"Nonparabolicity {alpha:.2f} /eV")
print(f"Mean kinetic energy: top {E_top:.3f}, drain end {E_end:.3f} eV")
print(f"Kane/parabolic speed: top {kane_speed_ratio(E_top):.3f}, "
      f"drain end {kane_speed_ratio(E_end):.3f}")
print(f"Second subband +{second:.3f} eV, density ratio {second_share:.2e}")
print(f"Low-field mean free path {mfp:.0f} nm")
print(f"Ballistic fraction over {barrier_length:.0f} nm: "
      f"{mfp/(mfp+barrier_length):.3f}")
print(f"LO phonons emitted per electron, 0 to 30 nm: {emitted:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Temperature 300 K, kT = 25.85 meV
Mass 0.045 m0; bias 0.30 V
mu_S - U0 = 0.08 eV; mu_D - U0 = -0.22 eV
Barrier drop to source 0.10 eV, to drain 0.40 eV
Barrier lengths: source 15 nm, drain 30 nm
2D density of states 1.880e+13 /(eV cm2)
Jump of ln(1/f-1), magnitude: 11.60
Top, k=0: f source side 0.9567, drain side 2.01e-04
Least miss of any continuous f at top: 0.478
Top: n+ = 7.627e+11, n- = 4.894e+07 cm^-2
Thermal injection speed v_T = 2.536e+05 m/s
F_1/2: source 4.6644, drain 2.014e-04
Current per width 0.4605 mA/um
Mean velocity at top 3.769e+05 m/s
Zero-bias conductance 7.182 mS/um
At x = 30 nm: U - U0 = -0.2320 eV
  dividing velocity 1.347e+06 m/s
  right-moving from source 1.963e+11 cm^-2
  right-moving from drain 2.314e+11 cm^-2
  left-moving from drain 2.314e+11 cm^-2
  drain share of right-movers 54.1 %
x= -30 nm: n=2.969e+12 cm^-2, mu_n-U0=0.0649 eV
x=   0 nm: n=7.627e+11 cm^-2, mu_n-U0=0.0345 eV
x=  15 nm: n=2.940e+11 cm^-2, mu_n-U0=-0.0902 eV
x=  30 nm: n=6.590e+11 cm^-2, mu_n-U0=-0.2047 eV
x=  90 nm: n=3.465e+12 cm^-2, mu_n-U0=-0.2117 eV
Apparent mobility at 0 nm: 8.268e+02 cm2/Vs
Apparent mobility at 15 nm: 8.919e+02 cm2/Vs
Apparent mobility at 90 nm: 3.254e+05 cm2/Vs
Resting fit, top: mu 0.0211 eV, T 480 K
Resting fit, 30 nm: mu -0.3244 eV, T 1192 K
Top spreads: x 16.3, y 52.6 meV
30 nm spreads: x 138.3, y 36.7 meV
Boltzmann high-bias spread ratio 0.3634
Gate capacitance 2.0 uF/cm2
Barrier at zero bias, same gate: 25.5 meV above U0
Source half-density, zero bias 5.403e+11 cm^-2
Its growth factor from 0 to 0.30 V: 1.411
Tunnelling adds 7.35 % of classical current
Over-barrier reflection removes 6.03 %
Rough inputs: gap 0.74 eV, mobility 10000 cm2/Vs
Rough inputs: well 10 nm, LO phonon 34 meV
Rough permittivities: high-freq 11.6, static 13.9
Nonparabolicity 1.23 /eV
Mean kinetic energy: top 0.053, drain end 0.453 eV
Kane/parabolic speed: top 0.913, drain end 0.590
Second subband +0.251 eV, density ratio 4.32e-04
Low-field mean free path 340 nm
Ballistic fraction over 45 nm: 0.883
LO phonons emitted per electron, 0 to 30 nm: 0.197
ALL CHECKS PASSED
```
